\section*{The orbital sum rule for core-level circular dichroism, derived step by step, part 2}

An X-ray photon lifts an electron from a full core shell $c$ to an open valence shell $l=c\pm1$, $l\ge1$. We ask what the difference between the two circular polarizations, integrated over the whole edge, says about the initial state $|g\rangle$.

Angular momenta are in units of $\hbar$. The strength $I_q$ is the absorption integrated over photon energy, with the photon-energy factor divided out, for light that gives the atom angular momentum $q$ along $z$; $I_\pm$ means $q=\pm1$. An electron goes from core orbital $\mu=m-q$ to valence orbital $m$, keeping its spin projection $\sigma$. The angular matrix element is $A_q(m)$, and $R$ is the radial integral, taken as the same for all transitions. Orbital $m$ has $h_m$ holes, summed over spin, and the shell has $n_h$. The valence electrons have orbital angular momentum $\langle L_z\rangle$.

Closure, the equal-weight sum over all final states, makes $I_q$ an expectation value in $|g\rangle$, and the full core reduces it to
\begin{equation}
I_q=R^2l_>\sum_m w_q(m)\,h_m,\qquad w_q(m)=\begin{pmatrix}l&1&c\\-m&q&m-q\end{pmatrix}^2,
\label{eq:start}
\end{equation}
\begin{equation}
I_++I_0+I_-=R^2\frac{l_>}{2l+1}n_h,\qquad\sum_m m\,h_m=-\langle L_z\rangle .
\label{eq:start2}
\end{equation}
Also needed are
\begin{equation}
A_q(m)^2=l_>\,w_q(m),\qquad l_>=\max(l,c),
\label{eq:A}
\end{equation}
\begin{equation}
\langle j_1m_1;j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.
\label{eq:cg}
\end{equation}
Squared $3j$ symbols, summed over two projections with the third fixed, give one over the multiplicity of the fixed one.

The example of part (f) is a $p$ core and a $d$ shell with a single hole, in $m=2$. It has $\langle L_z\rangle=-2$, $I_+=\frac25R^2$ and $I_0=I_-=0$, so $(I_+-I_-)/(I_++I_0+I_-)=1$. Using $\frac32(I_++I_-)$ in place of the sum gives $0.67$.

What remains is the dependence of $w_q(m)$ on $m$.

\subsection*{(g) Separating $m$ from $q$}

\textit{Write $w_q(m)$ as a sum of products, each a function of $m$ times a function of $q$. How many terms are there?}

\textbf{Solution.} Consider the product space of an angular momentum $\mathbf l$ of size $l$ and an angular momentum $\mathbf k$ of size 1, and let $P_c$ project on total angular momentum $c$. By the relation between $3j$ symbols and Clebsch-Gordan coefficients, the diagonal element of $P_c$ in the product state $|l,-m\rangle|1,q\rangle$ is
\begin{equation}
\langle -m,q|P_c|-m,q\rangle=\langle l,-m;1,q|c,q-m\rangle^2=(2c+1)\,w_q(m).
\label{eq:diag}
\end{equation}

On the first space define, for rank $x=0,\dots,2l$, the matrices
\begin{equation}
(T^x_\kappa)_{m'm}=(-1)^{l-m'}\sqrt{2x+1}\begin{pmatrix}l&x&l\\-m'&\kappa&m\end{pmatrix}.
\end{equation}
They are spherical tensors by the Wigner-Eckart theorem. Orthogonality of the $3j$ symbols gives $\mathrm{Tr}(T^{x\dagger}_\kappa T^{x'}_{\kappa'})=\delta_{xx'}\delta_{\kappa\kappa'}$. Their number is $\sum_x(2x+1)=(2l+1)^2$, so they span all operators on the space. Let $U^x_\kappa$ be the same construction for $l\to1$, where $x=0,1,2$.

The projector $P_c$ is unchanged by joint rotations. Tensors of ranks $x$ and $x'$ combine to an invariant only if $x=x'$, and then in one way, the scalar product. Hence
\begin{equation}
P_c=\sum_{x=0}^{2}a_x\,T^x\!\cdot U^x,\qquad T^x\!\cdot U^x=\sum_\kappa(-1)^\kappa T^x_\kappa U^x_{-\kappa}.
\label{eq:P}
\end{equation}
The scalar products are Hermitian, since $T^{x\dagger}_\kappa=(-1)^\kappa T^x_{-\kappa}$. They are orthogonal under the trace, and $\mathrm{Tr}[(T^x\!\cdot U^x)^2]=2x+1$, one unit for each $\kappa$. On the $2c+1$ states with total angular momentum $c$, $T^x\!\cdot U^x$ has a single eigenvalue $\tau_x$. Multiplying \eqref{eq:P} by $T^x\!\cdot U^x$ and taking the trace gives
\begin{equation}
a_x=\frac{(2c+1)\,\tau_x}{2x+1}.
\label{eq:ax}
\end{equation}

In a diagonal element the terms with $\kappa\ne0$ vanish. Let $t_x(m)$ and $u_x(q)$ be the diagonal elements of $T^x_0$ and $U^x_0$. Reversing all projections in a $3j$ symbol gives $t_x(-m)=(-1)^xt_x(m)$. Equations \eqref{eq:diag}--\eqref{eq:ax} then yield
\begin{equation}
w_q(m)=\sum_{x=0}^{2}(-1)^x\,\frac{\tau_x}{2x+1}\,t_x(m)\,u_x(q).
\label{eq:recoup}
\end{equation}
There are three terms, because a dipole photon has angular momentum 1 and operators on that space stop at rank 2.

The number $\tau_x/(2x+1)$ is, up to sign, a $6j$ symbol:
\begin{equation}
\frac{\tau_x}{2x+1}=(-1)^{l+c+1}\begin{Bmatrix}l&l&x\\1&1&c\end{Bmatrix}.
\end{equation}
This may be read as its definition. With it, \eqref{eq:recoup} is the $3j$ recoupling identity
\begin{align}
w_q(m)=\sum_{x}&(-1)^{l+c+1+x}(2x+1)\begin{Bmatrix}l&l&x\\1&1&c\end{Bmatrix}\nonumber\\
&\times(-1)^{l-m}\begin{pmatrix}l&x&l\\-m&0&m\end{pmatrix}(-1)^{1-q}\begin{pmatrix}1&x&1\\-q&0&q\end{pmatrix}.
\end{align}
The numerical check tests this form with standard $6j$ symbols for five pairs $(c,l)$.

\subsection*{(h) The part that is odd in $q$}

\textit{Evaluate $w_{+1}(m)-w_{-1}(m)$ without a table of $6j$ symbols.}

\textbf{Solution.} Since $u_x(-q)=(-1)^xu_x(q)$, the terms with $x=0$ and $x=2$ cancel in the difference. For $x=1$, the tensors are the angular momenta themselves, scaled so that $\mathrm{Tr}[(T^1_0)^2]=\mathrm{Tr}[(U^1_0)^2]=1$. From
\begin{equation}
\mathrm{Tr}\,l_z^2=\sum_m m^2=\frac{l(l+1)(2l+1)}3,\qquad\mathrm{Tr}\,k_z^2=2,
\end{equation}
and with $G=\frac23\,l(l+1)(2l+1)$ for the product of the two traces,
\begin{equation}
T^1\!\cdot U^1=\pm\frac{\mathbf l\cdot\mathbf k}{\sqrt G},\qquad t_1(m)\,u_1(q)=\pm\frac{mq}{\sqrt G}.
\end{equation}
The phase sign is the same in both expressions and cancels in their product. With $\mathbf l+\mathbf k$ of size $c$, squaring the sum gives the eigenvalue of $\mathbf l\cdot\mathbf k$,
\begin{equation}
\lambda=\tfrac12\left[c(c+1)-l(l+1)-2\right].
\end{equation}
The $x=1$ term of \eqref{eq:recoup} is therefore
\begin{equation}
-\frac13\,\frac{\lambda\,mq}{G}=-\frac{\lambda\,mq}{2l(l+1)(2l+1)} .
\end{equation}
Subtracting its value at $q=-1$ from that at $q=+1$ doubles it:
\begin{equation}
w_{+1}(m)-w_{-1}(m)=\frac{l(l+1)+2-c(c+1)}{2l(l+1)(2l+1)}\,m .
\label{eq:odd}
\end{equation}
The difference is strictly linear in $m$. This is what makes an orbital sum rule possible: no higher odd power of $m$ appears.

For $p\to d$, multiplication by $l_>=2$ gives $A_{+1}(m)^2-A_{-1}(m)^2=m/5$. At $m=2$ this is $\frac25$, as in part (f).

\subsection*{(i) The sum rule}

\textit{Combine the results. What happens for $l=c+1$ and for $l=c-1$?}

\textbf{Solution.} Inserting \eqref{eq:odd} in \eqref{eq:start} and using \eqref{eq:start2},
\begin{equation}
I_+-I_-=-R^2l_>\,\frac{l(l+1)+2-c(c+1)}{2l(l+1)(2l+1)}\,\langle L_z\rangle .
\end{equation}
Division by the total strength cancels $R^2l_>/(2l+1)$:
\begin{equation}
\boxed{\;\frac{I_+-I_-}{I_++I_0+I_-}=-\frac{l(l+1)+2-c(c+1)}{2l(l+1)}\,\frac{\langle L_z\rangle}{n_h}\;}
\label{eq:rule}
\end{equation}
The minus sign comes from the holes. If the circular polarizations are labelled the other way round, the rule has a plus sign, so the labelling must be known before a sign is assigned to $\langle L_z\rangle$.

For $l=c+1$, $c(c+1)=l(l-1)$ and the bracket is $2l+2$. For $l=c-1$, $c(c+1)=(l+1)(l+2)$ and it is $-2l$. Thus the right-hand side is
\begin{equation}
-\frac{\langle L_z\rangle}{l\,n_h}\quad(l=c+1),\qquad+\frac{\langle L_z\rangle}{(l+1)\,n_h}\quad(l=c-1).
\end{equation}
In the second case an empty orbital with positive $m$ is reached more strongly by lowering $\mu=m+1$ than by raising $\mu=m-1$, which reverses the sign. For $p\to d$ the ratio is $-\langle L_z\rangle/(2n_h)$, and the single hole of part (f) gives $-(-2)/2=1$, as it should.

\subsection*{(j) A multiplet spectrum}

\textit{Check the rule on $p^6d^8\to p^5d^9$ with round model parameters.}

\textbf{Solution.} The model, which stands for no particular material, has the Slater integrals $F^2_{dd}=10$, $F^4_{dd}=6$, $F^2_{pd}=6$, $G^1_{pd}=5$ and $G^3_{pd}=3$ eV. The spin-orbit parameters are 10 eV for $p$ and 0.1 eV for $d$. A cubic field with $z$ along a fourfold axis places the two $e_g$ orbitals 1 eV above the three $t_{2g}$ orbitals, and an exchange field along $z$ favours spin up by 0.1 eV. The lowest final state is placed at 850 eV. Diagonalization in 45 initial and 60 final determinants gives a ground state with
\begin{equation}
\langle L_z\rangle=0.3819,\qquad\langle S_z\rangle=0.992,\qquad n_h=2 .
\end{equation}
The rule predicts a ratio of $-0.3819/(2\times2)=-0.0955$.

The final states form two groups, the lower at 850.0--853.7 eV and the upper at 865.3--868.2 eV. Their strengths, in units of $R^2$, are
\begin{center}
\begin{tabular}{lcccc}
 & $I_+$ & $I_0$ & $I_-$ & $I_+-I_-$\\
lower edge & 0.1354 & 0.2027 & 0.2686 & $-0.1332$\\
upper edge & 0.0931 & 0.0639 & 0.0363 & $+0.0568$\\
both & 0.2285 & 0.2666 & 0.3049 & $-0.0764$
\end{tabular}
\end{center}
The total is $0.8000=\frac25\times2$, as \eqref{eq:start2} requires, and the ratio is $-0.0764/0.8000=-0.0955$. The spectrum returns the ground-state $\langle L_z\rangle$, although the two edges separately have opposite and partly cancelling dichroism.

\subsection*{(k) Where the rule fails}

\textit{Use the same spectrum to see what happens if (1) one edge is used, (2) the photon-energy factor is left in, (3) $I_0$ is not measured. Explain each result.}

\textbf{Solution.} (1) The lower edge has total strength 0.6068 and ratio $-0.1332/0.6068=-0.219$. Read through the rule, this gives $\langle L_z\rangle=0.88$, which is 2.3 times the true value.

The reason is clearest with the core-valence Coulomb interaction switched off. The lower edge then consists of excitations from $j=\frac32$. The operator $\mathbf l\cdot\mathbf s$ of the core electron is $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$, so the projector on $j=\frac32$ is $\frac23(1+\mathbf l\cdot\mathbf s)$. The first term gives two thirds of the full dichroism, $\frac23(-0.0764)=-0.051$. The second depends on spin.

To estimate the spin term, take two spin-down holes, one in each of the cubic $e_g$ orbitals: $h_0=1$, $h_{\pm2}=\frac12$ and $\langle L_z\rangle=0$. The electron excited has $\sigma=-\frac12$, and its weight in $j=\frac32$ is $\frac23(1-\frac\mu2)$, that is $\frac13$ for $\mu=1$ and 1 for $\mu=-1$. The required $p\to d$ elements are $A_{\pm1}(\pm2)^2=\frac25$ and $A_{\pm1}(0)^2=\frac1{15}$. The latter follows because $A_{+1}(1)^2=\frac15$ by \eqref{eq:odd}, and $\sum_mA_{+1}(m)^2=l_>/3=\frac23$. Then
\begin{align}
I_+/R^2&=\tfrac25\cdot\tfrac12\cdot\tfrac13+\tfrac1{15}\cdot1=\tfrac2{15},\\
I_-/R^2&=\tfrac25\cdot\tfrac12\cdot1+\tfrac1{15}\cdot\tfrac13=\tfrac29 .
\end{align}
The difference is $-\frac4{45}=-0.089$ without any orbital moment. Adding the two parts gives about $-0.140$; the program finds $-0.1406$ with the interaction off. With it on, the lower edge has $-0.1332$, while the sum over both edges stays at $-0.0764$. The interaction moves dichroism between the edges and leaves the integral unchanged, as closure demands.

(2) Weighting each line by its photon energy gives $\langle L_z\rangle=0.375$, about 2\% below the true value. The upper edge, some 15 eV higher, receives about $15/850=1.8\%$ too much weight. Its positive dichroism reduces the magnitude of the difference by $0.018\times0.0568/0.0764\approx1.3\%$, and its share of the total strength, about one quarter, raises the denominator by $0.4\%$. Both errors lower the result. Together they give most of the 1.9\% shift; the small remainder comes mainly from the spread of line energies within the edges, and in lesser part from the centres of the two edges lying about 15.4 eV rather than 15 eV apart.

(3) Replacing the sum by $\frac32(I_++I_-)$ changes $\langle L_z\rangle$ by about one part in $10^4$ here, whereas it changed the single-hole ratio by a third. The error comes from the $x=2$ term of \eqref{eq:recoup}. Its $m$-dependence is that of the diagonal rank-two operator $3l_z^2-l(l+1)$, so it measures $\sum_m(3m^2-6)h_m$ for a $d$ shell. For the two $e_g$ holes this is $-6+2\cdot6\cdot\frac12=0$. The ground state of the model has $h_0\approx1$ and $h_2+h_{-2}\approx1$, which is what the cancellation needs, although $h_2$ and $h_{-2}$ differ and so carry almost all of its orbital moment; a field of lower symmetry need not give such a cancellation.

The remaining conditions are those of the derivation. Radial integrals that differ between the edges, strength that goes to other shells, or satellites outside the integration range spoil the result. Finally, the spectrum determines $\langle L_z\rangle/n_h$: the number of holes must come from elsewhere, and a relative error in it passes in full to $\langle L_z\rangle$.

\section*{Table of computed values}
\begin{verbatim}
largest error of the recoupling identity: 5.6e-17
random states: c l | <Lz>/hbar  <n_h> | ratio from sum over states, from rule
  0 1 |  1.04596  4.36278 | -0.239746 -0.239746
  1 2 |  1.33560  8.32822 | -0.080185 -0.080185
  2 1 |  0.69125  4.33572 |  0.079715  0.079715
  2 3 |  2.12031 12.15915 | -0.058127 -0.058127
  3 2 |  1.15843  8.25071 |  0.046801  0.046801
one d hole, m=2: <Lz> = -2.0 hbar; I+, I0, I- = 0.4000, 0.0000, 0.0000 R^2
  ratio = 1.0000; with 3(I+ + I-)/2 as the sum: 0.6667
model p6 d8 -> p5 d9, parameters in eV:
  F2dd 10.0, F4dd 6.0, F2pd 6.0, G1pd 5.0, G3pd 3.0
  zeta_p 10.0, zeta_d 0.1, cubic splitting 1.0, exchange splitting 0.1
  lowest final state placed at photon energy 850.0 eV
  determinants: initial 45, final 60
  gap above ground state: 0.0989 eV
  <Lz> = 0.381851 hbar, <Sz> = 0.991615 hbar, n_h = 2.0000
  lower edge: 850.00 to 853.70 eV
  upper edge: 865.35 to 868.16 eV
  lower edge: I+ 0.135445, I0 0.202742, I- 0.268598, I+ - I- -0.133152 R^2
  upper edge: I+ 0.093060, I0 0.063876, I- 0.036278, I+ - I- 0.056782 R^2
  both edges: I+ 0.228506, I0 0.266618, I- 0.304876, I+ - I- -0.076370 R^2
  sum I+ + I0 + I- = 0.800000 R^2
  ratio from spectrum -0.095463, from rule -0.095463
  <Lz> recovered from spectrum: 0.381851 hbar
  <Lz> from lower edge alone: 0.877757 hbar
  <Lz> if photon-energy factor is left in: 0.374565 hbar
  <Lz> with 3(I+ + I-)/2 as the sum: 0.381817 hbar
core-valence Coulomb interaction switched off in the final state:
  I+ - I-: lower edge -0.140638, both edges -0.076370 R^2
\end{verbatim}
